# Long-time diffusion on a chain with random symmetric hopping rates

A particle hops between neighbouring sites $n=0,\pm1,\pm2,\dots$ of a chain with spacing $a$. Bond $n$ joins sites $n$ and $n+1$ and is crossed in both directions at the same rate $w_n$. This describes sites of equal energy separated by unequal barriers. The rates are drawn once and then stay fixed, with $0<w_n\le W$ for some finite $W$. The particle starts at site 0, so its position is $x=an$, and $P_n(t)$ is the probability of finding it at site $n$:

$$\frac{dP_n}{dt}=w_n(P_{n+1}-P_n)+w_{n-1}(P_{n-1}-P_n).$$

Angle brackets around a function of position denote the average over $P_n(t)$ on one fixed chain. An overbar denotes the average over the distribution of rates. The diffusivity $D$ is the long-time limit of $\langle x^2\rangle/(2t)$. The algebra of parts (a) to (d) contains neither $\hbar$ nor a charge, so it reads the same in atomic units.

Except in part (e), the mean inverse rate $r=\overline{1/w}$ is finite and the running averages of $1/w_n$, taken from the start to the right and to the left, both tend to $r$. For independent, identically distributed rates this holds with probability one, by the strong law of large numbers.

## (a) How does the average of a function of position change?

Let $|F_n|\le C(1+n^2)$ for some constant $C$. Find $d\langle F\rangle/dt$ as an average over $P_n$.

**Solution.** The net current from $n$ to $n+1$ is $j_n=w_n(P_n-P_{n+1})$, and the master equation reads $dP_n/dt=j_{n-1}-j_n$. Therefore

$$\frac{d\langle F\rangle}{dt}=\sum_nF_n(j_{n-1}-j_n)=\sum_n j_n(F_{n+1}-F_n),$$

where the index of the first term was shifted by one. Inserting $j_n$ and shifting the index in the term with $P_{n+1}$ gives

$$\frac{d\langle F\rangle}{dt}=\sum_nP_n(LF)_n,$$

$$(LF)_n=w_n(F_{n+1}-F_n)-w_{n-1}(F_n-F_{n-1}).$$

The shifts require that terms at large $|n|$ vanish. To see this, let a clock tick at random with rate $2W$. At each tick a particle at $n$ goes right with probability $w_n/2W$, left with probability $w_{n-1}/2W$, and otherwise stays. This reproduces the master equation. Reaching site $n$ takes at least $m=|n|$ ticks, and since $k!\ge m!\,(k-m)!$,

$$P_n(t)\le\sum_{k\ge m}e^{-2Wt}\frac{(2Wt)^k}{k!}\le\frac{(2Wt)^m}{m!}.$$

This falls faster than any power of $n$, uniformly over any finite time interval. The boundary terms vanish, and the sum may be differentiated term by term.

## (b) Which function has an average that grows at a constant rate?

Find $G_n\ge0$ with $G_0=0$ and $(LG)_n=2$ at every site.

**Solution.** Put $J_n=w_n(G_{n+1}-G_n)$. The condition is $J_n-J_{n-1}=2$, so $J_n=2n+c$. Choose $c=1$, which makes the result positive on both sides. Then $G_{n+1}-G_n=(2n+1)/w_n$, and summing from site 0 gives, for $n>0$ and $m>0$,

$$G_n=\sum_{j=0}^{n-1}\frac{2j+1}{w_j},\qquad G_{-m}=\sum_{i=0}^{m-1}\frac{2i+1}{w_{-1-i}}.$$

On the left, $2j+1$ is negative, but so is the direction of summation. For equal rates $w$ the sum of odd numbers gives $G_n=n^2/w$.

Let $R_n=\sum_{j=0}^{n-1}1/w_j$. Since $R_n/n$ converges, $R_n$ is at most a constant times $n$, and $G_n\le(2n-1)R_n$ grows no faster than $n^2$. The left side is alike. Part (a) applies, and with $G_0=0$

$$\langle G\rangle=2t$$

at all times, on each such chain. The disorder now sits in the shape of $G$.

## (c) How does this function grow far from the start?

**Solution.** Write $1/w_j=R_{j+1}-R_j$ and collect the coefficient of each $R_k$, with $R_0=0$:

$$G_n=\sum_{k=1}^{n}(2k-1)R_k-\sum_{k=0}^{n-1}(2k+1)R_k=(2n-1)R_n-2\sum_{k=1}^{n-1}R_k.$$

Set $R_k=rk+\delta_k$, where $\delta_k/k\to0$. The part proportional to $r$ is

$$r\left[(2n-1)n-n(n-1)\right]=rn^2.$$

For any $\eta>0$ there is a constant $c_\eta$ with $|\delta_k|\le\eta k+c_\eta$. The remainder is then at most

$$2n(\eta n+c_\eta)+\eta n^2+2nc_\eta=3\eta n^2+4c_\eta n.$$

Since $\eta$ is arbitrary, $G_n=rn^2+o(n^2)$. The sum on the left has the same form and the same limit.

## (d) What is the long-time diffusivity?

**Solution.** By part (c), for any $\varepsilon$ between 0 and 1 there is a constant $C_\varepsilon$, depending on the chain, such that $|G_n-rn^2|\le\varepsilon rn^2+C_\varepsilon$ at every site. Averaging over $P_n(t)$ and using $\langle G\rangle=2t$,

$$(1-\varepsilon)r\langle n^2\rangle-C_\varepsilon\le2t\le(1+\varepsilon)r\langle n^2\rangle+C_\varepsilon.$$

Divide by $t$, let $t\to\infty$, and then let $\varepsilon\to0$. The result is $\langle n^2\rangle/t\to2/r$, and with $x=an$

$$D=\lim_{t\to\infty}\frac{\langle x^2\rangle}{2t}=\frac{a^2}{r}=a^2\left(\overline{1/w}\right)^{-1}.$$

The diffusivity is $a^2$ times the harmonic mean rate. Inverse rates add like resistances in series, because a particle on a line cannot go round a slow bond. The limit holds for a single chain, without averaging over chains. It also covers a periodic sequence of rates, whose running averages converge.

## (e) What if the mean inverse rate is infinite?

Take independent, identically distributed rates with $\overline{1/w}=\infty$.

**Solution.** The function $G$ still satisfies $LG=2$, but it may grow too fast for part (a). Make the sites $\pm M$ absorbing. The average of $G$ then grows at twice the probability of not yet being absorbed, so it is at most $2t$. As $M\to\infty$, the probabilities on any fixed finite set of sites tend to those of the free chain. Because $G\ge0$, the sum of $G_nP_n$ over any such set is at most $2t$, and hence $\langle G\rangle\le2t$.

Now replace $1/w$ by the smaller of $1/w$ and $K$. This lowers $G$ and leaves a finite mean $r_K$. By part (c), $G_n\ge\tfrac12r_Kn^2-C_K$ for some constant $C_K$. Averaging gives $\tfrac12r_K\langle n^2\rangle\le2t+C_K$, so the limiting value of $\langle n^2\rangle/t$ is at most $4/r_K$. Since $r_K\to\infty$ as $K\to\infty$, $D=0$.

Thermally activated rates $w=\nu e^{-E/kT}$ can cross this border on cooling. If the barriers have the density $e^{-E/E_t}/E_t$ for $E>0$, then

$$\overline{1/w}=\frac1{\nu E_t}\int_0^\infty e^{E/kT-E/E_t}\,dE,$$

which is finite for $kT>E_t$ and infinite for $kT\le E_t$. A distribution with a highest barrier has a finite mean at every temperature above zero.

## (f) What diffusivity is seen at early times?

Average over the starting site as well, and find the initial slope.

**Solution.** For $F_n=n^2$ at $n=0$, part (a) gives $(LF)_0=w_0+w_{-1}$. Its average over starting sites is $2\overline w$, so $\langle x^2\rangle/(2t)$ begins at $a^2\overline w$, with the arithmetic mean. The Cauchy–Schwarz inequality gives

$$1=\left(\overline{\sqrt w\cdot1/\sqrt w}\right)^2\le\overline w\;\overline{1/w},$$

so the early value, averaged over starting sites, is never below the late one. For a single starting site between two slow bonds it can be. At first the particle crosses whichever bonds are fast; later it has to cross the slow ones too.

## (g) How long does it take to leave a finite channel?

The particle starts at site 0, which has no bond to its left, and leaves on reaching site $N$. Find the mean exit time on a given channel, then its mean and relative spread over channels with independent rates.

**Solution.** Let $T_n$ be the mean exit time from site $n$. During a short time $dt$ the clock advances by $dt$ and the particle may hop, so $T_n=dt+T_n+(LT)_n\,dt$, or $(LT)_n=-1$. At site 0 the left-hand term is absent, and $w_0(T_1-T_0)=-1$. Adding the equations from site 0 to site $n$ gives $w_n(T_{n+1}-T_n)=-(n+1)$. With $T_N=0$,

$$T_0=\sum_{n=0}^{N-1}\frac{n+1}{w_n},\qquad \overline{T_0}=\frac{rN(N+1)}2.$$

With the channel length $\ell=Na$ this is $\ell^2/(2D)$ times $1+1/N$. If $s$ is the standard deviation of $1/w$ divided by $r$, the variances of the independent terms add, and the relative spread of $T_0$ is

$$s\,\frac{\sqrt{\sum_{k=1}^Nk^2}}{\sum_{k=1}^Nk}.$$

If $s$ is finite, this falls as $N^{-1/2}$ for long channels.

## (h) What do these results give for a 5 nm oxide channel?

Take $a=0.25$ nm, $N=20$, $\nu=10^{13}$ s$^{-1}$, and barriers distributed uniformly over $E_0\pm\Delta$ with $E_0=1.20$ eV and $\Delta=0.10$ eV. These are round model parameters in the rough regime of oxygen vacancies in a hafnium-oxide resistive memory. The temperature is that of a 125 °C bake, 398.15 K, where $kT=0.03431$ eV. No voltage is applied.

**Solution.** With $y=\Delta/kT=2.915$, integration over the barriers gives

$$r=\frac{e^{E_0/kT}}{\nu}\frac{\sinh y}{y}=488.1\ \text{s},\qquad \overline w=\nu e^{-E_0/kT}\frac{\sinh y}{y}=\frac1{49.05\ \text{s}}.$$

The diffusivity is

$$D=\frac{(0.25\ \text{nm})^2}{488.1\ \text{s}}=1.28\times10^{-4}\ \text{nm}^2/\text{s}=1.28\times10^{-18}\ \text{cm}^2/\text{s}.$$

The arithmetic mean rate would give a value $488.1/49.05=9.95$ times larger.

The apparent activation energy is the slope of $-\ln D$ against $\beta=1/kT$. Since $\ln r=\beta E_0+\ln\sinh(\beta\Delta)-\ln(\beta\Delta)-\ln\nu$,

$$E_a=\frac{d\ln r}{d\beta}=E_0+\Delta\coth y-kT=1.266\ \text{eV}.$$

This lies above the mean barrier because high barriers dominate $r$.

The mean exit time is $488.1\ \text{s}\times20\times21/2=1.03\times10^5$ s, or 28.5 h. For the spread, the same integration at twice $\beta$ gives

$$\frac{\overline{w^{-2}}}{r^2}=\frac{\sinh(2y)/(2y)}{(\sinh y/y)^2}=y\coth y,$$

so $s=\sqrt{y\coth y-1}=1.39$. The sums in part (g) are 2870 and 210, and the relative spread is $1.39\sqrt{2870}/210=0.355$. Evaluating $T_0$ for 200,000 randomly drawn channels gives a median of 27.6 h. One tenth of the channels lie below 16.1 h and one tenth above 42.0 h. These are differences between the mean exit times of channels; individual exits from one channel scatter as well.

At 85 °C (358.15 K) the same formulas give a mean exit time of about 1,770 h, 62 times longer.

The approach to the late value was computed by diagonalizing the rate matrix of six random chains of 1001 sites and averaging over 501 central starting sites. The uncertainties are standard errors from the scatter between chains.

| $t/r$ | $\langle x^2\rangle/(2Dt)$ |
|---|---|
| 0.0001 | $9.6\pm0.3$ |
| 1 | $2.29\pm0.08$ |
| 30 | $1.22\pm0.05$ |
| 1000 | $1.03\pm0.04$ |

The first value is close to the arithmetic limit 9.95, and the last agrees with the harmonic limit within its error. After 30 mean inverse rates, about 4 h, the running value is still some 20% high. A short measurement averaged over many starting sites would therefore overestimate long-distance transport in this model.

## (i) How much do some neglected effects matter?

Find the effect of unequal site energies on $D$, and estimate several other omissions for the same channel at the bake temperature.

**Solution.** Let site $n$ have energy $\epsilon_n$ and weight $\pi_n=e^{-\epsilon_n/kT}$. Detailed balance makes $c_n=\pi_nw_{n\to n+1}=\pi_{n+1}w_{n+1\to n}$ a property of the bond. The condition $LF=2$ becomes

$$c_n(F_{n+1}-F_n)-c_{n-1}(F_n-F_{n-1})=2\pi_n.$$

Summing once gives $c_n(F_{n+1}-F_n)=2\overline\pi\,n+o(n)$. Summing again, as in part (c), gives $F_n=\overline\pi\,\overline{1/c}\,n^2+o(n^2)$. For bounded energies and finite averages, the argument of part (d) then yields

$$D=\frac{a^2}{\overline\pi\;\overline{1/c}}.$$

Hold the barrier tops fixed and shift the sites by $+0.05$ or $-0.05$ eV with equal probability. Then $\overline{1/c}=r$ is unchanged and $\overline\pi=\cosh(0.05\ \text{eV}/kT)$. The diffusivity is multiplied by 0.44, because the particle waits in the deep sites.

A built-in voltage acts more strongly. A difference of 0.10 V across 5 nm is 0.20 MV/cm, and for charge $2e$ it changes the energy by 0.010 eV per hop. Let $f$ be this energy divided by $kT$, and multiply the forward and backward rates by $e^{f/2}$ and $e^{-f/2}$. With $U_n=w_n(T_n-T_{n+1})$, the exit-time equation becomes

$$e^{f/2}U_n=1+e^{-f/2}U_{n-1},\qquad U_{-1}=0.$$

The $U_n$ do not depend on the disorder, so $\overline{T_0}=r\sum_{n=0}^{N-1}U_n$. The mean exit time is multiplied by 0.278 if the voltage helps and by 21.5 if it hinders, giving about 8 h or 610 h instead of 28.5 h.

In two dimensions a particle can avoid slow bonds. Square sheets with the same barrier distribution were held at densities 1 and 0 at opposite ends, and the steady flux was found from the linear rate equations. The diffusivity was 3.35 times the chain value for 30×30 sheets (mean of 12) and 3.16 times for 60×60 sheets (mean of 6). The first mean is uncertain by about 0.06, and small sheets lie slightly high. The large-sheet limit is known: $\ln w$ is distributed symmetrically about its mean, and the duality of the square lattice then gives $a^2$ times the geometric mean rate $\nu e^{-E_0/kT}$, which is $\sinh y/y=3.15$ times the chain value.

Two vacancies of charge $2e$ at 5 nm separation, in a medium of relative permittivity 20 and far from any electrode, repel with an energy of 0.058 eV, or 1.7 times $kT$. Metal electrodes weaken the repulsion, but for two vacancies 1 nm apart in the middle of the channel it is still several $kT$, so the one-particle result needs a dilute channel. A charged vacancy is also attracted to its own image in a metal electrode. At distance $d$ the classical energy is $-(2e)^2/(16\pi\epsilon_0\epsilon_r d)$ with $\epsilon_r=20$, which is $-0.07$ eV at 1 nm and $-0.29$ eV at 0.25 nm. Adding the classical image energy of two plane electrodes to the sites and to the barrier tops multiplies the mean exit time by about 90 if both end sites lie 0.25 nm from the metal, by about 3 at 0.5 nm and by 1.2 at 1 nm. A continuum image formula is only a rough guide at one lattice spacing, so these factors show the sensitivity and not its size in a device. Tunnelling is a smaller matter. For a parabolic barrier top of frequency $\nu$, the transmission at energy $E$ relative to the top is $1/(1+e^{-2\pi E/h\nu})$, with $h$ the Planck constant. Its thermal average, divided by the classical one, raises the rate by 6%.

In real hafnium oxide the migration barrier depends on the charge state of the vacancy and on the local structure, and it is uncertain by more than the half-width $\Delta$ used here. Raising all barriers by 0.1 eV multiplies every time by $e^{2.915}\approx18$. Calculated barriers differ between charge states by much more than this, and that of the doubly charged vacancy lies well below 1.2 eV; a shift of 0.5 eV changes every time by a factor of about $2\times10^6$. A real filament also offers parallel paths and contains many charged defects, and its electrodes can produce a built-in voltage. The 28.5 h is therefore a property of the stated model, not a retention time for a device. At the bake temperature, a hindering 0.10 V and a 0.1 eV shift of all barriers each change the exit time by a factor of about 20. Image attraction can matter more or much less, depending on the distance of the end sites from the metal, and the choice of the mean barrier matters most.
